# Circular hydrogen states: how thick is the electron's torus?: test program

```python
"""Circular states of hydrogen (fixed nucleus, Z = 1, Hartree atomic units).

Result under test, for l = n-1 and |m| = l:
  <cos^2 theta> = 1/(2l+3),  <r> = n(n+1/2),
  Delta r = (n/2) sqrt(2n+1),  Delta z = n sqrt((n+1)/2),
so both widths approach n^(3/2)/sqrt(2) around a radius close to n^2.
r, theta: spherical coordinates; rho = r sin(theta); z = r cos(theta).
Delta denotes a standard deviation; a0 is the Bohr radius.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import lpmv


def close(value, expected, rel):
    return abs(value - expected) <= rel * abs(expected)


nodes, weights = np.polynomial.legendre.leggauss(200)


def angular_mean(l, m, power):
    """Mean of cos(theta)^power from the associated Legendre function."""
    density = weights * lpmv(m, l, nodes) ** 2
    return np.sum(density * nodes ** power) / np.sum(density)


def radial_ground_state(n, points=6000):
    """Lowest radial state for l = n-1 by finite differences."""
    l = n - 1
    step = (2 * n**2 + 20 * n) / (points + 1)
    r = step * np.arange(1, points + 1)
    diagonal = 1 / step**2 + l * (l + 1) / (2 * r**2) - 1 / r
    off_diagonal = np.full(points - 1, -0.5 / step**2)
    energy, vector = eigh_tridiagonal(diagonal, off_diagonal,
                                      select='i', select_range=(0, 0))
    return r, vector[:, 0], energy[0]


def cylindrical_widths(n, points=1200):
    """Mean rho, Delta rho and Delta z by summing the density on a grid."""
    step = (2 * n**2 + 20 * n) / points
    axis = step * (np.arange(points) + 0.5)
    rho, z = axis[:, None], axis[None, :]
    log_weight = (2 * n - 1) * np.log(rho) - 2 * np.hypot(rho, z) / n
    weight = np.exp(log_weight - log_weight.max())
    weight /= weight.sum()
    mean_rho = np.sum(weight * rho)
    delta_rho = np.sqrt(np.sum(weight * (rho - mean_rho) ** 2))
    return mean_rho, delta_rho, np.sqrt(np.sum(weight * z**2))


def density_core(n, r, u):
    """Circle of greatest density and its Gaussian widths along rho and z."""
    l = n - 1
    window = (r > 0.4 * n**2) & (r < 1.5 * n**2)
    log_radial = CubicSpline(r[window], np.log((u[window] / r[window]) ** 2))

    def log_density(rho, z):
        distance = np.hypot(rho, z)
        return log_radial(distance) + np.log(lpmv(l, l, z / distance) ** 2)

    search = minimize_scalar(lambda rho: -log_density(rho, 0.0),
                             bounds=(0.45 * n**2, 1.4 * n**2),
                             method='bounded', options={'xatol': 1e-7 * n**2})
    rho0 = search.x
    d = 0.02 * n**1.5
    top = log_density(rho0, 0.0)
    curve_rho = (log_density(rho0 + d, 0.0) + log_density(rho0 - d, 0.0)
                 - 2 * top) / d**2
    curve_z = 2 * (log_density(rho0, d) - top) / d**2
    return rho0, (-curve_rho) ** -0.5, (-curve_z) ** -0.5


# Angular means from Legendre functions against the closed forms
for l in (0, 1, 2, 9, 49):
    assert close(angular_mean(l, l, 2), 1 / (2 * l + 3), 1e-10)
    assert close(angular_mean(l, l, 4), 3 / ((2*l + 3) * (2*l + 5)), 1e-10)
    top_state = lpmv(l, l, nodes)
    power_form = (1 - nodes**2) ** (l / 2)
    overlap = np.sum(weights * top_state * power_form) ** 2 / (
        np.sum(weights * top_state**2) * np.sum(weights * power_form**2))
    assert close(overlap, 1, 1e-10)

print(f"n=1 (sphere): <cos^2 theta> = {angular_mean(0, 0, 2):.6f}")
results = {}
for n in (2, 10, 50):
    l = n - 1
    r, u, energy = radial_ground_state(n)
    probability = u**2 / np.sum(u**2)
    mean_r = np.sum(probability * r)
    delta_r = np.sqrt(np.sum(probability * (r - mean_r) ** 2))
    mean_r2 = np.sum(probability * r**2)
    cos2 = angular_mean(l, l, 2)
    mean_rho, delta_rho, delta_z = cylindrical_widths(n)
    rho0, core_rho, core_z = density_core(n, r, u)
    peak_u2 = minimize_scalar(
        lambda s, f=CubicSpline(r, probability / probability.max()): -f(s),
        bounds=(0.5 * n**2, 1.5 * n**2), method='bounded',
        options={'xatol': 1e-7 * n**2}).x

    # Finite-difference errors scale as the squared grid step
    assert close(energy, -1 / (2 * n**2), 1e-4)
    log_form = n * np.log(r) - r / n
    form = np.exp(log_form - log_form.max())
    assert close(np.sum(form * u) ** 2 / np.sum(form**2) / np.sum(u**2),
                 1, 1e-6)
    assert close(mean_r, n * (n + 0.5), 1e-4)
    assert close(mean_r2, n**2 * (2 * n + 1) * (n + 1) / 2, 2e-4)
    assert close(peak_u2, n**2, 1e-3)
    formula_dr = n / 2 * np.sqrt(2 * n + 1)
    formula_dz = n * np.sqrt((n + 1) / 2)
    assert close(delta_r, formula_dr, 2e-4)
    assert close(delta_z, formula_dz, 2e-4)
    # Factorized radial and angular means against the cylindrical sum
    assert close(np.sqrt(mean_r2 * cos2), delta_z, 3e-4)
    bound = np.sqrt(mean_r2 * angular_mean(l, l, 4))
    assert abs(delta_rho - delta_r) < bound < np.sqrt(3) / 2 * n
    # Curvatures carry a truncation error from the finite displacement
    core_formula = n * np.sqrt((n - 1) / 2)
    assert close(rho0, n * (n - 1), 1e-3)
    assert close(core_rho, core_formula, 2e-3)
    assert close(core_z, core_formula, 2e-3)
    results[n] = (mean_r, delta_r, delta_z, delta_rho, rho0)

    print(f"n={n}, l=|m|={l}: energy = {energy:.6f} hartree")
    print(f"  <cos^2 theta>: quadrature {cos2:.6f}, "
          f"formula {1 / (2 * l + 3):.6f}")
    print(f"  Gaussian estimate 1/(2l) = {1 / (2 * l):.6f}")
    print(f"  <r>: numerical {mean_r:.2f}, formula {n * (n + 0.5):.2f} a0")
    print(f"  peak of radial distribution = {peak_u2:.2f} a0")
    print(f"  Delta r: numerical {delta_r:.3f}, formula {formula_dr:.3f} a0")
    print(f"  Delta z: numerical {delta_z:.3f}, formula {formula_dz:.3f} a0")
    print(f"  leading estimate n^1.5/sqrt(2) = {n**1.5 / np.sqrt(2):.3f} a0")
    print(f"  <rho> = {mean_rho:.2f} a0, Delta rho = {delta_rho:.3f} a0")
    print(f"  bound on |Delta rho - Delta r| = {bound:.3f} a0")
    print(f"  density maximum at rho = {rho0:.2f} a0")
    print(f"  core widths: rho {core_rho:.2f}, z {core_z:.2f}, "
          f"formula {core_formula:.2f} a0")
    print(f"  Delta z/Delta r = {delta_z / delta_r:.4f}, "
          f"Delta z/<r> = {delta_z / mean_r:.4f}")

# Growth exponents between n = 10 and n = 50, with 1/n corrections left in
slopes = [np.log(results[50][i] / results[10][i]) / np.log(5)
          for i in range(3)]
assert abs(slopes[0] - 2) < 0.04
assert abs(slopes[1] - 1.5) < 0.04 and abs(slopes[2] - 1.5) < 0.04
print(f"growth exponents n=10 to 50: <r> {slopes[0]:.3f}, "
      f"Delta r {slopes[1]:.3f}, Delta z {slopes[2]:.3f}")

# Same l but m = 0: the density is not confined to the equator
cos2_m0 = angular_mean(49, 0, 2)
assert cos2_m0 > 10 * angular_mean(49, 49, 2)
print(f"l=49, m=0: <cos^2 theta> = {cos2_m0:.6f}")

bohr_nm = physical_constants['Bohr radius'][0] * 1e9
print(f"a0 = {bohr_nm:.7f} nm")
print(f"n=50 in nm: <r> = {results[50][0] * bohr_nm:.2f}, "
      f"Delta r = {results[50][1] * bohr_nm:.2f}, "
      f"Delta z = {results[50][2] * bohr_nm:.2f}")
print("no test failed")
```

Output:

```
n=1 (sphere): <cos^2 theta> = 0.333333
n=2, l=|m|=1: energy = -0.125000 hartree
  <cos^2 theta>: quadrature 0.200000, formula 0.200000
  Gaussian estimate 1/(2l) = 0.500000
  <r>: numerical 5.00, formula 5.00 a0
  peak of radial distribution = 4.00 a0
  Delta r: numerical 2.236, formula 2.236 a0
  Delta z: numerical 2.449, formula 2.449 a0
  leading estimate n^1.5/sqrt(2) = 2.000 a0
  <rho> = 4.42 a0, Delta rho = 2.117 a0
  bound on |Delta rho - Delta r| = 1.604 a0
  density maximum at rho = 2.00 a0
  core widths: rho 1.41, z 1.41, formula 1.41 a0
  Delta z/Delta r = 1.0954, Delta z/<r> = 0.4899
n=10, l=|m|=9: energy = -0.005000 hartree
  <cos^2 theta>: quadrature 0.047619, formula 0.047619
  Gaussian estimate 1/(2l) = 0.055556
  <r>: numerical 105.00, formula 105.00 a0
  peak of radial distribution = 100.00 a0
  Delta r: numerical 22.913, formula 22.913 a0
  Delta z: numerical 23.452, formula 23.452 a0
  leading estimate n^1.5/sqrt(2) = 22.361 a0
  <rho> = 102.41 a0, Delta rho = 22.638 a0
  bound on |Delta rho - Delta r| = 8.470 a0
  density maximum at rho = 90.00 a0
  core widths: rho 21.21, z 21.21, formula 21.21 a0
  Delta z/Delta r = 1.0235, Delta z/<r> = 0.2234
n=50, l=|m|=49: energy = -0.000200 hartree
  <cos^2 theta>: quadrature 0.009901, formula 0.009901
  Gaussian estimate 1/(2l) = 0.010204
  <r>: numerical 2525.00, formula 2525.00 a0
  peak of radial distribution = 2500.00 a0
  Delta r: numerical 251.247, formula 251.247 a0
  Delta z: numerical 252.488, formula 252.488 a0
  leading estimate n^1.5/sqrt(2) = 250.000 a0
  <rho> = 2512.41 a0, Delta rho = 250.624 a0
  bound on |Delta rho - Delta r| = 43.091 a0
  density maximum at rho = 2450.00 a0
  core widths: rho 247.49, z 247.49, formula 247.49 a0
  Delta z/Delta r = 1.0049, Delta z/<r> = 0.1000
growth exponents n=10 to 50: <r> 1.976, Delta r 1.488, Delta z 1.477
l=49, m=0: <cos^2 theta> = 0.500051
a0 = 0.0529177 nm
n=50 in nm: <r> = 133.62, Delta r = 13.30, Delta z = 13.36
no test failed
```
